\section*{Charged-defect formation energy as an excess grand potential}

Take an insulating crystal that already contains one neutral donor. The donor holds one electron in a level of energy $\varepsilon_d$ inside the band gap, and we suppose that the electrons do not interact, so that removing this one leaves the other levels where they are. The crystal touches a large electron reservoir, for instance a metal contact, whose chemical potential is $\mu_e$. If the donor gives its electron to the reservoir, the energy of the crystal changes by $-\varepsilon_d$ and that of the reservoir by $+\mu_e$. The total change is
\begin{equation}
\Delta E_{\rm total}=\mu_e-\varepsilon_d .
\end{equation}
The donor ionizes when $\mu_e$ lies below $\varepsilon_d$. The crystal is left with charge $q=+1$, in units of the elementary charge $e$, and the reservoir term enters with a plus sign because the electron has gone to the reservoir. If $\mu_e$ is measured from the top of the valence band, $\mu_e=E_{\rm VBM}+E_F$, this term is already $q(E_{\rm VBM}+E_F)$.

The general case differs in two ways. The defect must first be made, which requires atoms as well as electrons, and the electrons interact, so that total energies replace single levels. The bookkeeping remains the same: whatever leaves the crystal enters a reservoir, and its energy there must be counted.

Let the crystal exchange atoms of species $i$ and electrons with reservoirs, while crystal and reservoirs together are closed. We work at zero temperature, leave out zero-point motion, and take the external pressure to be so small that pressure work is negligible. The closed system then settles into the state of lowest total energy. Suppose that the crystal gains $\Delta N_\alpha$ particles of kind $\alpha$. The corresponding reservoir loses them, and to first order its energy changes by $-\mu_\alpha\Delta N_\alpha$, which defines $\mu_\alpha$. Hence
\begin{equation}
\Delta E_{\rm total}=\Delta E-\sum_\alpha \mu_\alpha\,\Delta N_\alpha=\Delta\Omega,
\qquad
\Omega=E-\sum_\alpha\mu_\alpha N_\alpha ,
\label{eq:omega}
\end{equation}
where $E$ is the energy of the crystal alone. The function $\Omega$ is the grand potential at zero temperature. Its change is the energy change of the whole closed system, and this is why it decides which state of the crystal is stable.

The first-order treatment requires a large reservoir. To see how large, let the electron reservoir have equally spaced levels, spacing $\delta$, with one electron per level and $\mu_e$ midway between the highest filled and the lowest empty level. Adding $q>0$ electrons fills the levels $\mu_e+(j+\tfrac12)\delta$ with $j=0,\dots,q-1$, so the reservoir energy rises by
\begin{equation}
\sum_{j=0}^{q-1}\left[\mu_e+\left(j+\tfrac12\right)\delta\right]
=q\mu_e+\delta\left[\frac{q(q-1)}{2}+\frac q2\right]
=q\mu_e+\frac{q^2\delta}{2}.
\end{equation}
Removing $m$ electrons empties the levels $\mu_e-(j+\tfrac12)\delta$ and changes the energy by $-m\mu_e+m^2\delta/2$, which is the same expression with $q=-m$. The correction $q^2\delta/2$ vanishes as the levels become dense. For a bath 1~eV wide and $q=+1$ it is 0.005~eV with 100 levels and 0.00005~eV with 10\,000.

Next we count particles. The independent constituents of the crystal are nuclei and electrons. Let there be $N_i$ nuclei of species $i$, each with charge number $Z_i$, and $N_e$ electrons. Equation (\ref{eq:omega}) reads
\begin{equation}
\Omega=E-\sum_i\mu_i^{\rm nuc}N_i-\mu_eN_e .
\label{eq:nuclei}
\end{equation}
The atomic reservoirs are neutral: a solid element, or a gas of its atoms. Taking a neutral atom from such a reservoir means taking one nucleus and $Z_i$ electrons, so in equilibrium the energy $\mu_i$ per neutral atom satisfies
\begin{equation}
\mu_i=\mu_i^{\rm nuc}+Z_i\mu_e .
\label{eq:atom}
\end{equation}
It is $\mu_i$ that the reservoir fixes. When $\mu_e$ is varied at fixed $\mu_i$, the quantity $\mu_i^{\rm nuc}$ must change to compensate. The net charge of the crystal, in units of $e$, is the nuclear charge minus the number of electrons,
\begin{equation}
q=\sum_iZ_iN_i-N_e
\quad\Longrightarrow\quad
N_e=\sum_iZ_iN_i-q .
\label{eq:charge}
\end{equation}
Inserting (\ref{eq:atom}) and (\ref{eq:charge}) into (\ref{eq:nuclei}) gives
\begin{align}
\Omega&=E-\sum_i(\mu_i-Z_i\mu_e)N_i-\mu_e\left(\sum_iZ_iN_i-q\right)\nonumber\\
&=E-\sum_i\mu_iN_i+\mu_e\sum_iZ_iN_i-\mu_e\sum_iZ_iN_i+q\mu_e\nonumber\\
&=E-\sum_i\mu_iN_i+q\mu_e .
\label{eq:neutral}
\end{align}
The electrons that belong to neutral atoms have cancelled. What remains of the electron reservoir is the charge term, with the sign found for the single donor. If inner electrons are kept bound to the nuclei, the same algebra holds with $Z_i$ the number of valence electrons.

The formation energy compares two crystals under the same reservoir conditions. One is the perfect host with $N_i^{0}$ atoms of species $i$. The other contains one defect $D$ with charge $q$ and has $N_i^0+n_i$ atoms, where $n_i$ is positive for added and negative for removed atoms. A vacancy has $n_i=-1$ for the missing species; a substitution has one $n_i=+1$ and one $n_i=-1$.

The host is neutral if $\mu_e$ lies in its gap. To show this we need the band edges in terms of total energies. With $E_{\rm host}(N)$ the energy of the neutral host with $N$ electrons, define for a large host
\begin{equation}
E_{\rm VBM}=E_{\rm host}(N)-E_{\rm host}(N-1).
\label{eq:vbm}
\end{equation}
For independent electrons the total energy is a sum over occupied levels, and the two sums differ by the highest occupied level, so (\ref{eq:vbm}) is indeed the top of the valence band. Taking one electron out of the host and putting it in the reservoir changes $\Omega$ by
\begin{equation}
E_{\rm host}(N-1)-E_{\rm host}(N)+\mu_e=\mu_e-E_{\rm VBM}=E_F .
\end{equation}
Likewise, if the gap is $E_g=[E_{\rm host}(N+1)-E_{\rm host}(N)]-E_{\rm VBM}$, bringing one electron in costs
\begin{equation}
E_{\rm host}(N+1)-E_{\rm host}(N)-\mu_e=E_g-E_F .
\end{equation}
Both costs are positive for $0<E_F<E_g$. For independent electrons each further electron removed or added costs at least as much, so the neutral host has the lowest $\Omega$. For interacting electrons we assume that a few carriers in a large host do not bind to one another strongly enough to change this.

Writing (\ref{eq:neutral}) for both crystals and subtracting, we obtain
\begin{align}
E_f(q)&\equiv\Omega[D,q]-\Omega[{\rm host}]\nonumber\\
&=\left(E[D,q]-\sum_i\mu_i(N_i^0+n_i)+q\mu_e\right)-\left(E_{\rm host}-\sum_i\mu_iN_i^0\right)\nonumber\\
&=E[D,q]-E_{\rm host}-\sum_in_i\mu_i+q\left(E_{\rm VBM}+E_F\right).
\label{eq:zn}
\end{align}
This is the Zhang--Northrup formation energy. It is the energy change of crystal and reservoirs together when the defect is made. If it is negative, making the defect lowers $\Omega$, and the perfect host is not the stable state under those reservoir conditions.

An excess quantity should belong to the defect and not to the amount of host chosen for the comparison. For a compound AB this follows from equilibrium between the host and its reservoirs. Let $e_{AB}$ be the energy of the large host per formula unit. If $\mu_A+\mu_B$ were larger than $e_{AB}$, the crystal would grow at the expense of the reservoirs; if it were smaller, the crystal would dissolve. Coexistence therefore requires
\begin{equation}
\mu_A+\mu_B=e_{AB}.
\label{eq:coexist}
\end{equation}
Now compare a defect crystal built from $M$ formula units with a perfect host of $M'$ units. Relative to the choice $M'=M$, the host energy that is subtracted changes from $Me_{AB}$ to $M'e_{AB}$, and $M-M'$ further atoms of each species must be charged to the reservoirs. The result changes by
\begin{equation}
(M-M')e_{AB}-(M-M')(\mu_A+\mu_B)=0 .
\end{equation}

Condition (\ref{eq:coexist}) leaves one chemical potential free. It is bounded, because neither element may precipitate: $\mu_A\le\mu_A^0$ and $\mu_B\le\mu_B^0$, where the superscript marks the elemental reservoirs. Any other compound of A and B that can form may narrow this range further. The end $\mu_A=\mu_A^0$ is called A-rich, the end $\mu_B=\mu_B^0$ B-rich. For an impurity, $\mu_D$ is bounded in the same way by elemental D and by any compound that D forms with the host elements.

The charge term also ties (\ref{eq:zn}) to the zero of electrostatic potential. Add a constant $c$ to the potential energy of every electron in the crystal. The potential energy of a nucleus then changes by $-Z_ic$, since its charge has the opposite sign, and by (\ref{eq:charge})
\begin{equation}
E[D,q]\;\to\;E[D,q]+cN_e-c\sum_iZ_iN_i=E[D,q]-qc .
\end{equation}
The neutral host keeps its energy, while $E_{\rm VBM}$, being the energy of one electron, rises by $c$. At fixed $E_F$ the sum in (\ref{eq:zn}) changes by $-qc+qc=0$. If the shift affects the defect crystal alone, the second term is missing and $E_f$ is wrong by $-qc$. This matters in calculations with periodically repeated cells, where the average potential of each cell is a matter of convention: the potentials of the defect cell and the host cell must be aligned far from the defect. A charged periodic cell also contains the interaction of the defect with its own images and with the neutralizing background. Removing it is a correction to $E[D,q]$, so that this energy describes an isolated defect; it does not alter the thermodynamic argument.

For a given defect, (\ref{eq:zn}) is a straight line in $E_F$ for each charge,
\begin{equation}
E_f(q;E_F)=E_f(q;0)+qE_F,
\qquad \frac{\partial E_f}{\partial E_F}=q .
\end{equation}
The stable charge at a given $E_F$ is the one with the lowest line. Lines for $q$ and $q'$ cross where $E_f(q;0)+qE_F=E_f(q';0)+q'E_F$, that is, at the transition level
\begin{equation}
\varepsilon(q/q')=\frac{E_f(q;0)-E_f(q';0)}{q'-q}.
\label{eq:level}
\end{equation}
Both charge states contain the same atoms, so $\sum_in_i\mu_i$ cancels in the numerator. Reservoir conditions move all the lines up or down together and leave the transition levels in place. For charges $+1$, $0$ and $-1$ the distance between the two levels is
\begin{equation}
\varepsilon(0/-)-\varepsilon(+/0)=E_f(-1;0)+E_f(+1;0)-2E_f(0;0)=E[D,-1]+E[D,+1]-2E[D,0],
\label{eq:u}
\end{equation}
because the terms in $\mu_i$, $E_{\rm host}$ and $E_{\rm VBM}$ cancel. If this is positive, the neutral line is the lowest of the three between the two levels, and the neutral defect is the most stable wherever this interval overlaps the gap, provided that no line of another charge, such as $+2$ or $-2$, lies lower there. If it is negative, the neutral line is never the lowest of the three, and the neutral defect is not stable at any Fermi level.

A small model shows the formula at work. Three AB cells form a ring of six sites, with site energies $2$~eV on A and $-2$~eV on B and hopping of strength 1~eV between neighbours. Each A and each B brings one valence electron. A donor D with two valence electrons and site energy $-1$~eV replaces one A, so $n_D=+1$ and $n_A=-1$; two electrons on D repel each other by 2~eV. The model has no long-range Coulomb interaction and no relaxation of the atoms, so no image correction arises. Three cells are too few to represent an isolated defect, but the accounting can be followed in full. Four decimals are kept so that the sums can be checked.

Diagonalization over all many-electron states gives $E_{\rm host}=-14.6011$~eV, hence $e_{AB}=-4.8670$~eV when the three-cell ring itself is taken as the host (an infinite ring gives $-4.8640$~eV), together with $E_{\rm VBM}=-2.2361$~eV and $E_g=4.4721$~eV. The ring with the donor has seven valence electrons when neutral, and its energies are
\begin{equation}
E[D,+1]=-15.4835,\qquad E[D,0]=-15.3125,\qquad E[D,-1]=-13.8851\ \text{eV}.
\end{equation}
The reservoirs of A and B are taken to be free atoms that are kept neutral, so that their energies in this model are the site energies, and $\mu_D=-8$~eV is chosen as a round value. These ends of the range are a convention in which no other cluster of A and B may form: an open neutral chain ABA with the same hopping has energy $2-2\sqrt6=-2.8990$~eV, which is 0.032~eV below $2\mu_A+\mu_B=\mu_A+e_{AB}=-2.8670$~eV at the A-rich end, and BAB lies below $\mu_A+2\mu_B$ at the B-rich end by the same amount. Under B-rich conditions $\mu_B=-2$~eV, and (\ref{eq:coexist}) gives $\mu_A=-4.8670+2=-2.8670$~eV. The atomic term is then
\begin{equation}
-\sum_in_i\mu_i=-\mu_D+\mu_A=8.0000-2.8670=5.1330\ \text{eV}.
\end{equation}
For $q=+1$ and $E_F=1$~eV,
\begin{align}
E_f(+1)&=(-15.4835+14.6011)+5.1330+(-2.2361+1.0000)\nonumber\\
&=-0.8824+5.1330-1.2361=3.0145\ \text{eV},
\end{align}
or about 291~kJ/mol. The neutral donor has no charge term and costs $-0.7114+5.1330=4.4216$~eV. The negative one costs $0.7160+5.1330+1.2361=7.0851$~eV, where the last term has changed sign with $q$. At this Fermi level the donor is therefore ionized.

At $E_F=0$ the three formation energies are 2.0145, 4.4216 and 8.0851~eV for $q=+1$, $0$ and $-1$. By (\ref{eq:level}),
\begin{equation}
\varepsilon(+/0)=4.4216-2.0145=2.4071\ \text{eV},\qquad
\varepsilon(0/-)=8.0851-4.4216=3.6635\ \text{eV}.
\end{equation}
The donor is positive below the first level, neutral between the two, and negative from the second up to the conduction band. Under A-rich conditions $\mu_A$ is higher by 4.8670~eV. The atom A displaced by the donor is then worth more in its reservoir, and each formation energy rises by this amount: for $q=+1$ at $E_F=1$~eV it becomes 7.88~eV. The transition levels do not move.

The levels are 1.26~eV apart, less than the 2~eV repulsion on the donor site. Without hopping, and with the site D holding zero, one or two electrons of energies $0$, $\varepsilon$ and $2\varepsilon+U$, equation (\ref{eq:u}) would give $(2\varepsilon+U)+0-2\varepsilon=U$, the full repulsion. With hopping, the spacing is no longer fixed by $U$ alone; the value 1.26~eV comes from the diagonalization and is not derived here.

That (\ref{eq:zn}) is an excess grand potential can be checked without choosing a charge at all. At temperature $T$ the grand potential of a crystal with fixed nuclei is
\begin{equation}
\Omega_T=-k_BT\ln\sum_s e^{-(E_s-\mu_eN_s)/k_BT}-\sum_i\mu_i^{\rm nuc}N_i ,
\end{equation}
where $s$ runs over all many-electron states with every possible electron number $N_s$. As $T\to0$ the state with the lowest $E_s-\mu_eN_s$ dominates, and the trace selects the stable charge by itself. If $g$ states share that lowest value, the sum is $g$ times one exponential and $\Omega_T$ lies lower by $k_BT\ln g$. The numerical check evaluates this trace for the host and for the donor ring at 20~K, with nuclei and electrons exchanged separately as in (\ref{eq:nuclei}). At 41 evenly spaced Fermi levels from 0.2~eV above the valence band to 0.2~eV below the conduction band, and for both reservoir conditions, the difference of the two traces agrees with the lowest $E_f(q)$ to within 0.0015~eV. Exactly at a transition level, where one charged and two neutral states coincide, the deviation is $k_BT\ln3=0.0019$~eV. The test allows $k_BT\ln4=0.0024$~eV, enough for one positive, two neutral and one negative state, the two neutral ones differing in the spin of the unpaired electron. In the middle of the three stability ranges the slope of the traced excess against $E_F$ is $1$, $0$ and $-1$.

Independence of the amount of host needs longer rings, which are easy to treat if the repulsion on D is switched off. The band top is taken from the 80-cell host, $E_{\rm VBM}=-2.0000$~eV, for all ring sizes, because that of a short ring can differ from it: in the three-cell ring it is $-2.2361$~eV. For $q=+1$, $E_F=0$ and A-rich conditions, the formation energy is then 7.0090~eV with 4 cells and 7.0053~eV with 8, 40 or 80 cells. A 40-cell ring with the defect, compared with a 30-cell host and with every additional atom charged to its reservoir, also gives 7.0053~eV. This rapid convergence belongs to a model with a wide gap and without long-range forces, and with a narrower gap it is much slower; in a real charged cell the image interaction must be dealt with first.

The assumptions also show where (\ref{eq:zn}) needs amendment. At temperatures where vibrations matter, the energies of the two crystals must be replaced by free energies, since it is then $E-TS-\sum_\alpha\mu_\alpha N_\alpha$, with $S$ the entropy, that is minimized. If $E_F$ lies outside the gap, one of the two costs $E_F$ and $E_g-E_F$ is negative, the host itself takes up charge, and a neutral host is no longer the right reference. If defects are so close that they interact, the excess of a crystal with several of them is not the sum of single formation energies.

\section*{Computed values}
\begin{verbatim}
site energies A, B, D: 2.0, -2.0, -1.0 eV
hopping strength 1.0 eV, repulsion on D 2.0 eV
cells in interacting ring: 3
host energy: -14.6011 eV; per AB cell: -4.8670 eV
E_VBM: -2.2361 eV; gap: 4.4721 eV
defect-cell energy, q=+1: -15.4835 eV
defect-cell energy, q=+0: -15.3125 eV
defect-cell energy, q=-1: -13.8851 eV
A-rich: mu_A 2.0000, mu_B -6.8670, mu_D -8.0000 eV
  E_f for q=+1,0,-1 at E_F=0.0 eV: 6.8816, 9.2887, 12.9521 eV
  E_f for q=+1,0,-1 at E_F=1.0 eV: 7.8816, 9.2887, 11.9521 eV
B-rich: mu_A -2.8670, mu_B -2.0000, mu_D -8.0000 eV
  E_f for q=+1,0,-1 at E_F=0.0 eV: 2.0145, 4.4216, 8.0851 eV
  E_f for q=+1,0,-1 at E_F=1.0 eV: 3.0145, 4.4216, 7.0851 eV
transition level (+/0): 2.4071 eV above E_VBM
transition level (0/-): 3.6635 eV above E_VBM
main result, B-rich, q=+1, E_F=1 eV: 3.0145 eV
same result: 290.9 kJ/mol
trace temperature: 20 K; kT: 0.001723 eV
full-trace excess, B-rich, E_F=1 eV: 3.0145 eV
largest trace-minus-formula size: 0.001426 eV
allowed entropy term kT ln 4: 0.002389 eV
E_F=1.2035 eV: slope of excess 1.0000 (dimensionless)
E_F=3.0353 eV: slope of excess 0.0000 (dimensionless)
E_F=4.0678 eV: slope of excess -1.0000 (dimensionless)
bath of 100 levels, 1 eV wide, q=+1: error 0.005000 eV
bath of 10000 levels, 1 eV wide, q=+1: error 0.000050 eV
test potential shift: 0.7 eV
error if only defect cell shifts, q=+1: -0.7000 eV
error if only defect cell shifts, q=+0: -0.0000 eV
error if only defect cell shifts, q=-1: 0.7000 eV
long-ring E_VBM: -2.0000 eV (no repulsion)
no repulsion, A-rich, q=+1, E_F=0, 4 cells: 7.008953 eV
no repulsion, A-rich, q=+1, E_F=0, 8 cells: 7.005293 eV
no repulsion, A-rich, q=+1, E_F=0, 40 cells: 7.005289 eV
no repulsion, A-rich, q=+1, E_F=0, 80 cells: 7.005289 eV
same, 40-cell defect ring and 30-cell host: 7.005289 eV
\end{verbatim}
